Linear spin-orbit terms at an ideal silicon (001) interface from C2v symmetry, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the symmetry allows

Q: Silicon has inversion symmetry, so its bands are spin degenerate at every wave vector. Why should there be any spin-orbit term linear in momentum to look for?

A: The degeneracy needs two symmetries together. Time reversal turns a state with wave vector k and spin up into one with −k and spin down. Inversion turns −k back into k and leaves the spin alone. Their product therefore pairs two opposite spins at the same k, with the same energy. An interface has crystal on one side and a barrier on the other, so it has no inversion. Time reversal remains, but it pairs k with −k, and at a given k ≠ 0 the two spins may differ in energy. The question is which operators can produce the difference at first order in k.

Q: Before asking what is allowed, say what the operator acts on. An electron at the interface has subbands, valleys and spin.

A: Take one subband of the electron bound at the interface, with in-plane wave vector k = (kx, ky). The two conduction valleys along the interface normal are mixed by the interface into two states of different energy, and I take one of these. At k = 0 what remains is one pair of states of equal energy, a Kramers doublet. The operator is a 2 × 2 matrix H(k) in that doublet. It can be written with the unit matrix and the three Pauli matrices σx, σy, σz. The axes are x = [100], y = [010], and z is the normal pointing from the barrier into the silicon.

Spin-orbit coupling mixes some opposite spin into each state, so σ is strictly a label for the doublet and not the bare electron spin. We shall need to know how this label transforms.

Q: A (001) surface looks square. Why not use the symmetry of a square?

A: The surface lattice is square, but the bonds are not. Put an atom at the origin. With cubic lattice constant a, its four neighbours are at

(a/4)(1, 1, 1), (a/4)(−1, −1, 1), (a/4)(1, −1, −1), (a/4)(−1, 1, −1).

The two upper bonds lie over the [110] direction and the two lower ones over [1-10]. A quarter turn, (x, y) → (−y, x), sends the neighbour (1, 1, 1) to (−1, 1, 1), where there is no atom.

The operations that keep this atom in place, map its neighbours onto each other and do not reverse z are four:

E: (x, y) → (x, y)
C2: (x, y) → (−x, −y)
M1: (x, y) → (y, x)
M2: (x, y) → (−y, −x).

This is the group C2v.

Q: Diamond also has operations that combine a turn or a reflection with a shift. Could one of those restore the quarter turn?

A: In the infinite crystal, yes. Diamond consists of two face-centred lattices displaced by (a/4)(1, 1, 1). Half of its point operations keep each lattice in place. The other half, which include the quarter turns about z and the reflections x → −x and y → −y, exchange the two lattices and need that displacement. One may add any lattice translation, but lattice translations have z components that are multiples of a/2. The total shift along z is thus a/4 plus a multiple of a/2, which is never zero. Every such operation moves the interface plane. The operations that reverse z exchange barrier and silicon. What is left for an atomically flat interface is C2v. This is the meaning of "ideal" here: the interface is flat, periodic in the plane, and free of steps and alloy disorder.

Q: Now the spin. A reflection is not a rotation, so what does it do to a Pauli matrix?

A: Start with a half turn about a unit vector n. Its spin matrix is

U = exp(−iπ n·σ/2) = cos(π/2) − i n·σ sin(π/2) = −i n·σ,

because (n·σ)² = 1. A Pauli matrix becomes

U σj U† = (n·σ) σj (n·σ).

The anticommutation rule gives σj (n·σ) = 2nj − (n·σ)σj. Inserting this on the right,

U σj U† = 2nj (n·σ) − σj.

The component of σ along n is kept, and the components perpendicular to n change sign.

A reflection in a plane with normal n is the half turn about n followed by inversion. Inversion does not act on spin, which is an angular momentum. So a reflection keeps the spin component along its normal and reverses the two components in its plane. A wave vector does the opposite: its component along the normal is reversed and the others are kept.

Q: That is the rule for a bare spin. You said that σ is only a label for a mixed doublet.

A: The label obeys the same rule, for a reason special to this group. When spin is included, a full turn counts as a separate element, so the four operations become eight. The squares of the dimensions of the irreducible representations must add up to eight. Four one-dimensional representations, those of C2v without spin, use up four. The rest, in which a full turn gives −1, must supply the other four. The spin matrices −i n·σ for different n do not commute, so they form an irreducible two-dimensional representation, and 2² = 4 exhausts the count. Every doublet at k = 0 therefore transforms like a spin one half, whatever the mixing, and its basis can be chosen so that the matrices U above apply.

Q: Then write down the condition on H(k).

A: Turning the system by an operation g must give the same Hamiltonian at the turned wave vector:

U H(g⁻¹k) U† = H(k).

In words, H must be unchanged when k and σ are transformed together. The algebra is shortest along the normals of the two reflections, so define

x' = (x + y)/√2, along [110],
y' = (−x + y)/√2, along [-110].

The components of k and σ transform in the same way as these coordinates under the change of axes. Under M1, x' is kept and y' is reversed, so its normal is y'. Under M2, x' is reversed and y' is kept, so its normal is x'.

Each component is now either kept or reversed. Writing the signs under M1 and M2 in that order:

kx': (+, −)
ky': (−, +)
σx': (−, +)
σy': (+, −)
σz: (−, −).

Since C2 is the product of M1 and M2, it adds no further condition.

Q: Go through all the products. I do not want to find a forgotten one later.

A: There are two components of k and four matrices, so there are eight products. The signs multiply:

kx'·1: (+, −)
ky'·1: (−, +)
kx'σx': (−, −)
kx'σy': (+, +)
kx'σz: (−, +)
ky'σx': (+, +)
ky'σy': (−, −)
ky'σz: (+, −).

Two products have two plus signs. Hence

H1 = A kx'σy' + B ky'σx'.

Nothing connects A with B, because no operation of C2v exchanges x' with y'.

Q: Does time reversal remove one of them?

A: No. Time reversal Θ is antiunitary, reverses σ, and demands Θ H(k) Θ⁻¹ = H(−k). For the first term the left side is A* kx'(−σy') and the right side is A(−kx')σy'. They agree if A is real, which is already required for H1 to be Hermitian. The same holds for B. Time reversal does forbid a term in σ alone, which would split the doublet at k = 0. C2v forbids that too, since no component of σ has the signs (+, +).

Q: These are not the forms in which such terms are commonly written. Where are the Rashba and Dresselhaus terms?

A: They appear on returning to the cubic axes. The first product is

kx'σy' = ½(kx + ky)(−σx + σy)
= ½(−kxσx + kxσy − kyσx + kyσy).

The second is

ky'σx' = ½(−kx + ky)(σx + σy)
= ½(−kxσx − kxσy + kyσx + kyσy).

Multiply by A and B and collect equal products. The combination kxσy − kyσx has the coefficient (A − B)/2, and kxσx − kyσy has the coefficient −(A + B)/2. Call these α and β:

α = (A − B)/2, β = −(A + B)/2.

Then

H1 = α(kxσy − kyσx) + β(kxσx − kyσy).

Subtracting and adding the definitions gives the way back, A = α − β and B = −(α + β), so

H1 = (α − β)kx'σy' − (α + β)ky'σx'.

The α term has the Rashba form and the β term the Dresselhaus form. Both constants have the dimension of energy times length.

Q: The name Dresselhaus belongs to crystals such as GaAs, whose bulk lacks inversion. Are you not bringing in a bulk effect that silicon does not have?

A: Only the form is shared. In GaAs the term descends from the bulk bands. In silicon the bulk contribution is zero, and β exists because the bonds crossing the interface pick out one of the two diagonals, [110] or [1-10]. The α term needs only a difference between up and down.

A quarter turn separates the two. It sends kx → ky and ky → −kx, and likewise for σ. Then

kxσy − kyσx → −kyσx + kxσy,
kxσx − kyσy → kyσy − kxσx.

The first is unchanged and the second changes sign. If the interface had the full symmetry C4v of a square, β would have to vanish.

Q: Is there also a symmetry that keeps β and removes α?

A: Yes, that of a symmetric quantum well with an odd number of atomic layers. Its middle plane contains atoms, and about such an atom the half turn around x is a symmetry as well. The group is then D2d. This half turn keeps kx and σx and reverses ky and σy. Both kxσy and kyσx change sign, so α = 0, while kxσx and kyσy survive.

With an even number of layers, the middle of the well lies halfway between two atomic planes, at the centre of a bond. That point is an inversion centre, and the group is D2h. Inversion reverses k and keeps σ, so every term linear in k disappears.

The count can be made without any table of signs. One takes the eight products of k components with 1, σx, σy and σz, transforms them with explicit spin matrices, and averages over the group. This gives two invariants for C2v, one each for C4v and D2d, and none for D2h, and the surviving combinations are those found here.

Q: What would the two terms do to an electron?

A: They act like a magnetic field that depends on k. Write H1 = hxσx + hyσy with

hx = βkx − αky, hy = αkx − βky.

Since (h·σ)² = h², the energies are ±|h|. Let φ be the angle of k from [100], so that kx = k cos φ and ky = k sin φ. Then

|h|²/k² = (β cos φ − α sin φ)² + (α cos φ − β sin φ)²
= α² + β² − 4αβ sin φ cos φ.

The squares combined through cos²φ + sin²φ = 1, and the two cross terms are equal. With 2 sin φ cos φ = sin 2φ, the splitting 2|h| is

ΔE = 2k √(α² + β² − 2αβ sin 2φ).

For k along [110] it is 2k|α − β|, and along [-110] it is 2k|α + β|. If either constant vanishes, the splitting is the same in all directions. The field direction still tells the two cases apart. For β = 0 the field is perpendicular to k everywhere. For α = 0 it is parallel or antiparallel to k along the cubic axes and perpendicular to k along the diagonals.

Q: How much imperfection does the two-term result survive?

A: It survives whatever keeps both reflections. An electric field along z does, and so does a shear strain εxy, which transforms like xy = ½(x'² − y'²) and has the signs (+, +). A strain difference εxx − εyy transforms like x² − y² = −2x'y', with the signs (−, −). It destroys both reflections but leaves C2. Under C2 alone, every product of an in-plane k component with an in-plane σ component is allowed, so there are four constants instead of two. An in-plane electric field in a general direction also removes C2, and then terms in kσz can appear.

## Second half: how large the terms are, and where they fail

For one valley-split subband at an ideal (001) interface, with x = [100], y = [010] and z from barrier to silicon, the first half gave

H1 = α(kxσy − kyσx) + β(kxσx − kyσy),
ΔE = 2k √(α² + β² − 2αβ sin 2φ).

Here k is the in-plane wave vector at angle φ from [100], σ are the Pauli matrices of the doublet at k = 0, and α and β are real. In the axes x' = [110], y' = [-110] the same operator is (α − β)kx'σy' − (α + β)ky'σx'. A quarter turn about z keeps α and reverses β. The cubic lattice constant is a.

Q: Symmetry says that α and β may exist. It does not say that they are different from zero. How does one calculate them?

A: From the doublet at k = 0. Let P be the matrix whose two columns are its states. To first order in k,

H(k) = H(0) + kx' ∂H/∂kx' + ky' ∂H/∂ky',

and first-order perturbation theory for a degenerate level requires the 2 × 2 matrices P†(∂H/∂ki)P. Coupling to other levels enters at second order and gives terms in k² or higher. Expand each matrix in Pauli matrices with coefficients Aij. Because Tr(σjσl) = 2δjl,

Aij = ½ Tr[P†(∂H/∂ki)P σj].

Then α − β is the coefficient with i = x', j = y', and −(α + β) is the one with i = y', j = x'. All other coefficients should vanish.

The two states must be labelled consistently. I choose the first to have its physical spin up along z, and fix the relative phase so that the matrix element of the physical spin along x' between the two is positive.

Q: If the Hamiltonian you differentiate already contains the α and β terms, you will find what you put in.

A: It contains neither. It is an atomistic tight-binding Hamiltonian with ten orbitals per atom (sp3d5s*), hopping between nearest neighbours, and a published parameter set for silicon. Spin enters through the atomic coupling λ L·σ on the p orbitals alone. The wave vector enters through phase factors exp(ik·d), with d the vector of each bond.

In the bulk this model gives a gap of 1.13 eV, valley minima at 0.81 × 2π/a, and masses of 0.89 m0 along the valley axis and 0.20 m0 across it.

The interface is a slab with 4.1 nm of barrier and 14.1 nm of silicon. The barrier is silicon with all site energies raised by 150 meV. A uniform field of 0.05 MV/cm presses the electron against it. The bonds that cross the interface lie over the [1-10] direction.

Symmetry allows exactly two spin-orbit terms linear in k for a single valley state at an ideal interface, with constants α and β, and an atomistic model for calculating them has been set up. What remains is to find their values and to see where the two-term description fails.
